# Phonon Self-Energies in a Nanowire: What a Flat Current Proves

In a model nanowire channel at 300 K, the first solve of a Green-function calculation gives a current of 15.9 µA, the same at every plane to a few parts in \(10^{16}\). The converged current is 10.7 µA, and its planes agree only to four parts in \(10^7\). The flattest profile of the run thus belongs to an answer that is 49% too large. If equal current at every plane is to decide convergence, this has to be explained.

The first solve contains no phonons. It conserves current because no phonon terms enter it, which says nothing about how those terms behave. The naive scheme, "iterate until the current is flat", would stop there. A better scheme follows from finding what makes the current uneven.

## The wire and its coupling

The wire has one subband on a chain of spacing \(a=0.5\) nm, with

\[
H_{ii}=U_i+2t,\qquad H_{i,i+1}=-t,\qquad t=\frac{\hbar^2}{2ma^2}=0.61\ \text{eV}
\]

for \(m=0.25\,m_0\). There are 60 sites: 5 nm of source, a 15 nm channel and 10 nm of drain. The potential is held fixed. It is flat in the source, falls linearly by 0.18 eV along the channel, and is flat in the drain. The source Fermi level lies 50 meV above the source band edge. The degeneracy is \(g=8\): two spins and four equivalent valleys.

Phonon-free leads continue the chain at both ends. The surface function of a lead obeys \(g_s=1/(E-U-2t-t^2g_s)\). With \(E-U=2t(1-\cos ka)\), the choice \(g_s=-e^{ika}/t\) solves it, because the denominator becomes \(-2t\cos ka+te^{ika}=-te^{-ika}\). The lead self-energy is \(t^2g_s=-te^{ika}\), and its broadening, minus twice the imaginary part, is \(2t\sin ka\).

An optical phonon of energy \(W=\hbar\omega=60\) meV couples through a deformation field \(K\). In a volume \(V\) of mass density \(\rho\), the squared matrix element is \(\hbar K^2/(2\rho\omega V)\), independent of wavevector. The sum over wavevectors then gives a delta function in position, so the self-energy is local. Projection on the subband of a square wire of width \(w=2.5\) nm brings in

\[
F=\left[\int_0^w\left(\tfrac2w\sin^2\tfrac{\pi y}{w}\right)^2dy\right]^2=\left(\frac{3}{2w}\right)^2=0.36\ \text{nm}^{-2},
\]

and the delta function along the chain becomes \(\delta_{ij}/a\). Hence

\[
D_o=\frac{\hbar K^2F}{2\rho\omega a}=2.2\times10^{-3}\ \text{eV}^2 .
\]

For acoustic phonons the squared element is \(\hbar\Xi^2q^2/(2\rho\omega_qV)\). Emission and absorption together contribute \(2N_q+1\approx2k_BT/\hbar\omega_q\). With \(\omega_q=vq\) the wavevector cancels. Treated as elastic, this scattering has strength \(D_a=\Xi^2k_BTF/(\rho v^2a)=1.3\times10^{-3}\) eV². The values used are \(K=1.1\times10^9\) eV/cm, \(\Xi=9\) eV, \(\rho=2.3\) g/cm³ and \(v=9\) km/s.

## Occupation and current

Let \(G^n\) and \(G^p\) be the filled and empty spectral densities, with \(A=G^n+G^p=i(G-G^\dagger)\). The in- and out-scattering self-energies are \(S^{in}\) and \(S^{out}\), and \(\Gamma=S^{in}+S^{out}\). The retarded self-energy is \(\Sigma=\Lambda-i\Gamma/2\), with the real part \(\Lambda\) of the phonon contribution set to zero for now. With the leads included,

\[
G=(E-H-\Sigma)^{-1},\qquad G^n=GS^{in}G^\dagger .
\]

Only the diagonal and the first off-diagonal of \(G^n\) are needed, so a full inversion can be avoided. Regard \(G^n\) as the correlation \(\langle\psi\psi^\dagger\rangle\) of a field driven by uncorrelated sources \(s_i\) of strength \(S^{in}_i\). Eliminating all sites to the left of \(i\) gives

\[
\psi_i=\phi_i-tg_i\psi_{i+1},\qquad \phi_i=g_i(s_i-t\phi_{i-1}),
\]

\[
g_i=\frac{1}{E-H_{ii}-\Sigma_i-t^2g_{i-1}} .
\]

Since \(s_i\) and \(\phi_{i-1}\) are uncorrelated, \(n_i=\langle|\phi_i|^2\rangle=|g_i|^2(S_i^{in}+t^2n_{i-1})\). This is the forward sweep.

For the backward sweep, \(\psi_{i+1}\) depends on \(\phi_i\) through the drive \(-t\phi_i\), so \(\langle\psi_{i+1}\phi_i^*\rangle=-tG_{i+1,i+1}n_i\). Inserting \(\psi_i\) into the correlations gives

\[
G^n_{i+1,i}=-t\left(G_{i+1,i+1}n_i+g_i^*G^n_{i+1,i+1}\right),
\]

\[
G^n_{ii}=n_i+t^2|g_i|^2G^n_{i+1,i+1}+2t^2n_i\,\mathrm{Re}(g_iG_{i+1,i+1}),
\]

while \(G_{ii}=g_i+t^2g_i^2G_{i+1,i+1}\). The work per energy grows linearly with the number of sites.

The current follows from the density matrix \(\rho_{ij}=\int dE\,G^n_{ij}/2\pi\). The link from \(i\) to \(i+1\) fills site \(i+1\) at the rate

\[
\frac{1}{i\hbar}\left(H_{i+1,i}\rho_{i,i+1}-\rho_{i+1,i}H_{i,i+1}\right)
=\frac{-t}{i\hbar}(-2i\,\mathrm{Im}\rho_{i+1,i})
=\frac{2t}{\hbar}\mathrm{Im}\rho_{i+1,i}.
\]

Counting the electron flow to the right as positive,

\[
J_{i+1/2}=\frac{ge}{\hbar}\int\frac{dE}{2\pi}\,2t\,\mathrm{Im}G^n_{i+1,i}.
\]

The two terminal currents complete the set of planes. Inflow from the source lead, for example, is the same integral over \(S_L^{in}A_{11}-\Gamma_LG^n_{11}\).

In a uniform wire without phonons the transmission is one, and the current is \((ge^2/h)\,k_BT\left[\ln(1+e^{\mu_S/k_BT})-\ln(1+e^{\mu_D/k_BT})\right]\), with energies in eV from the band edge. For \(\mu_S=50\) meV and \(\mu_D=50-180=-130\) meV, this formula and the recursion both give 16.53 µA. The sloping channel has the same Fermi factors at energies above the source edge and carries 15.93 µA, so reflection from the slope removes about 4%.

## What makes the current uneven

Take the diagonal element of \((E-H-\Sigma)G^n=S^{in}G^\dagger\) at an interior site:

\[
(E-H_{ii}-\Sigma_i)G^n_{ii}+tG^n_{i-1,i}+tG^n_{i+1,i}=S_i^{in}G_{ii}^*.
\]

Its imaginary part, multiplied by two, uses \(2\,\mathrm{Im}G_{ii}^*=A_{ii}\) and \(\mathrm{Im}G^n_{i-1,i}=-\mathrm{Im}G^n_{i,i-1}\):

\[
2t\,\mathrm{Im}G^n_{i+1,i}-2t\,\mathrm{Im}G^n_{i,i-1}
=S^{in}_iA_{ii}-\Gamma_iG^n_{ii}
=S^{in}_iG^p_{ii}-S^{out}_iG^n_{ii}.
\]

After integration over energy, the left side is the difference of two plane currents. The right side is the net rate at which scattering supplies electrons to the site. At the end sites the lead terms form the terminal currents, and the same balance holds.

Scattering should move electrons in energy without creating any. For phonons in equilibrium with occupation \(N=0.109\), the Born self-energies are, with site indices omitted,

\[
\begin{aligned}
S^{in}[G](E)&=D_o\left[(N+1)G^n(E+W)+NG^n(E-W)\right]+D_aG^n(E),\\
S^{out}[G](E)&=D_o\left[(N+1)G^p(E-W)+NG^p(E+W)\right]+D_aG^p(E).
\end{aligned}
\]

An electron arrives from above by emission and leaves downwards by emission. In an empty wire \(G^p=A\) is \(2\pi\) times the density of states, and \(S^{out}\) is the golden-rule broadening. At 148.5 meV both routes give 15.6 meV.

Now insert these expressions into the balance. The emission terms are

\[
(N+1)D_o\int dE\left[G^n(E+W)G^p(E)-G^p(E-W)G^n(E)\right].
\]

Replacing \(E\) by \(E+W\) in the second product makes it equal to the first, and the integral vanishes. The absorption terms cancel by the opposite shift, and the acoustic terms cancel at each energy. On a uniform grid the cancellation survives if \(W\) is a whole number of steps and a pair with one partner outside the window is dropped from both self-energies.

The cancellation needs \(S\) and \(G\) to belong together. During iteration, \(G\) is computed with some \(S\), and \(S[G]\) is a different function. Write \(\delta S=S-S[G]\). The part \(S[G]\) contributes nothing, so

\[
J_{i+1/2}-J_{i-1/2}=\frac{ge}{\hbar}\int\frac{dE}{2\pi}\left[\delta S_i^{in}G_{ii}^p-\delta S_i^{out}G_{ii}^n\right].
\]

On an unconverged iterate, the fourth solve, this formula reproduced the differences of plane currents to a relative error of \(10^{-13}\).

## Why neither number suffices

The leak is linear in the residual \(\delta S\). By the Cauchy–Schwarz inequality it is bounded, up to the constant prefactor, by the norm of the pair \((\delta S^{in},\delta S^{out})\) times the norm of the pair \((G^p,G^n)\), so a small enough residual forces a flat current.

The converse fails. If \(\delta S\) is proportional to \(S[G]\), the leak vanishes however large \(\delta S\) is. The first solve is this case: \(S=0\) and \(\delta S=-S[G]\).

Strong damping comes close to it. Let the first solve give \(G_0\), and use \(S=\alpha S[G_0]\) in the second, which gives \(G_1\). Since \(S[G_1]\) does not leak, the leak comes from

\[
\alpha\int dE\left(S^{in}[G_0]G_1^p-S^{out}[G_0]G_1^n\right).
\]

This integral is zero at \(G_1=G_0\), and for small \(\alpha\) the change \(G_1-G_0\) is itself proportional to \(\alpha\). The leak is therefore of order \(\alpha^2\). For \(\alpha=0.01\) the plane currents differ by \(1.3\times10^{-4}\) of the source current, while the relative residual is 0.99. The current looks converged after 1% of the scattering has been switched on.

A small residual can mislead in another way. Suppose \(S^{out}\) is built with \(A\) in place of \(G^p\), which omits Pauli blocking of the final states, while \(\Gamma\) remains \(S^{in}+S^{out}\). The iteration converges to a fixed point of the wrong equations. The surplus in \(S^{out}\) contains \(G^n\) where there should be nothing, and each site loses electrons in proportion to

\[
(2N+1)D_o\int dE\,G^n(E)G^n(E+W)+D_a\int dE\,[G^n(E)]^2 .
\]

Here the residual fell to \(8\times10^{-7}\), yet the plane currents spread over 1.33 times the source current. The loss has the same sign at every site, so the flow falls steadily along the wire. Here the total fall exceeds the source current, so the current at the drain terminal must be negative: electrons flow into the wire from the drain. The loss is of second order in the occupation, so a nearly empty wire would hide the fault.

The two numbers therefore answer different questions. The residual asks whether the equations in use have been solved. Once the residual is small, the plane currents show whether those equations conserve electrons.

## The iteration

1. Start with \(S=0\) and solve for \(G\), \(G^n\) and all plane currents.
2. Build \(S[G]\), and record the residual \(\|S[G]-S\|/\|S[G]\|\) before any mixing.
3. Record the plane spread, the largest minus the smallest plane current divided by the source current.
4. Stop if both are below their tolerances. Otherwise replace \(S\) by \(S+\alpha(S[G]-S)\) and solve again.

The residual must be unmixed, because the actual change of \(S\) carries a factor \(\alpha\) and can be made small by damping alone.

Damping can be necessary. Consider one isolated level with elastic coupling \(D\). At resonance \(G=1/(i\Gamma/2)\), so \(A=4/\Gamma\), and the undamped update is \(\Gamma\to4D/\Gamma\). Its derivative at the fixed point \(\Gamma^2=4D\) is \(-1\), so the iteration alternates between two values and never settles. With mixing, an error multiplied by \(\lambda\) in the undamped map is multiplied by \(1-\alpha+\alpha\lambda\). For \(\alpha=0.8\) and \(\lambda=-1\) this is \(-0.6\), which converges.

The wire was run with \(\alpha=0.8\). At iteration 5 the residual was 0.8%, and the largest change of site density since the previous solve was 1.0% of the peak density. The plane currents still differed by 9.9%. A density criterion of 1% would have stopped close to this point. At iteration 20 the spread was 0.16% and the residual 0.014%, again a factor of 12 apart. With equal tolerances, the plane currents are the more demanding measure at every listed iteration from 2 on; at iteration 1 the residual is still the larger number.

The last two residuals had the ratio 0.819. If one real mode dominates, the error still to be removed is about \(0.819/(1-0.819)\approx4.5\) times the latest change, so a small change per step understates the remaining error. The same assumption gives \(\lambda=1-(1-0.819)/0.8\approx0.77\) for the undamped map. Since this \(\lambda\) is positive, damping slows the late stage of this run; here \(\alpha=0.8\) is a precaution against modes with \(\lambda\) near \(-1\).

The factor between leak and residual is not a constant. In this run, with a 3 meV energy step, it fell from 12 at iteration 20 to 4.4 at the end. In a run with a 30 meV step it was 10 at the end. One tolerance cannot stand for both quantities.

## What conservation cannot see

The cancellation of scattering terms holds on a coarse grid as well as on a fine one. With the 30 meV step the plane currents agree to \(9\times10^{-9}\), but the current is 1.9% above that of a 1.5 meV grid. With the 3 meV step the difference is 0.06%. Both figures are for grids whose cell boundaries fall on the band edges of the two leads; a grid shifted off the edges gives errors several times larger, and they can change sign. Refinement of the grid is a separate requirement.

Nor does a flat current show that emission and absorption have the right weights. Replace \(N+1\) and \(N\) by any two constants, the same pair in \(S^{in}\) and \(S^{out}\), and the shift argument still works. Equilibrium fixes their ratio. With \(f\) the Fermi function and \(f_+=f(E+W)\), the relations \((N+1)/N=e^{W/k_BT}\) and \(f/(1-f)=e^{-(E-\mu)/k_BT}\) give

\[
(N+1)f_+(1-f)=Nf(1-f_+).
\]

If \(G^n=fA\), this makes \(S^{in}(1-f)=S^{out}f\), that is \(S^{in}=f\Gamma\). Since \(A=G\Gamma G^\dagger\), the next solve returns \(G^n=fA\). With equal Fermi levels in the same potential, this held to a relative error of \(3\times10^{-15}\) at the end of a run of at most 30 solves.

## Where the heat goes

Weighting the site balance with \(E\) gives the energy lost by the electrons. The shift that cancelled the particle terms now leaves the difference of the two energies, \((E+W)-E=W\). At the fixed point the heat given to the phonons is

\[
P=\frac{gW D_o}{\hbar}\sum_i\int\frac{dE}{2\pi}\left[(N+1)G_{ii}^n(E+W)G_{ii}^p(E)-NG_{ii}^n(E)G_{ii}^p(E+W)\right].
\]

This count and the drop of energy current between the terminals both give 0.617 µW.

The electrical power is \(10.70\ \mu\text{A}\times0.18\ \text{V}=1.93\) µW, so 32% is released inside the 30 nm device: 0.055 µW in the source, 0.426 µW in the channel and 0.137 µW in the drain section.

The rest can be traced per carried electron, meaning energy current divided by particle current. At the source terminal it carries 48.0 meV above the source edge. At the drain terminal it carries 170.3 meV above the drain edge, which is \(170.3-180=-9.7\) meV on the source scale. It has lost 57.7 meV, slightly less than one net optical phonon. It must still lose \(170.3-50=120.3\) meV to reach the drain Fermi level. The source contact, which supplies electrons at 50 meV, keeps 2.0 meV. The sum is 180 meV, as the bias requires. With only 10 nm of drain included, most of the heat appears beyond the drain terminal, carried there by hot electrons. A longer drain section with phonons would keep more of it inside the device.

## The real part of the self-energy

Causality ties the omitted real part to the broadening:

\[
\Lambda(E)=\mathcal P\!\int\frac{dE'}{2\pi}\frac{\Gamma(E')}{E-E'}.
\]

It is real and local, so it drops out of the imaginary part from which the site balance was derived. Conservation therefore cannot reveal its absence.

Its size was examined in a separate device, a 12 nm barrier of height 60 meV under a small difference of Fermi levels. With the same device, energy grid and coupling strengths, including \(\Lambda\) raised the current from 1.01 to 1.28 µA, or 27%, and the plane spread was \(3\times10^{-7}\). At the barrier edge \(\Lambda=-8.2\) meV; 100 meV higher it is \(-0.8\) meV. These values come from an integral cut at 1.5 eV, although the chain band extends to about 2.5 eV. The missing part would lower \(\Lambda\) by a further 0.5 to 1 meV and raise the current by a few percent more, so the second value is good only to its order of magnitude. A rigid lowering by 8.2 meV would multiply a purely activated current by \(e^{8.2/25.9}=1.37\). The smaller computed rise has the same sign and order. The 27% belongs to this barrier, where the current is partly activated; it is not the error of the 10.7 µA in the sloping wire, which has no barrier for \(\Lambda\) to lower. If the band edge put into the model is already the measured one, part of this shift is counted in it, and adding \(\Lambda\) would count that part twice.

## Beside a real silicon channel

The coupling constants, 60 meV phonon and masses are rough values for silicon at room temperature. The 2.5 nm section is narrow for a manufactured channel, and 0.18 V is well below a usual logic supply. One assumption that is clearly broken is the fixed potential. Phonons change the channel density by up to 0.14 nm\(^{-1}\), and with a 1 nm gate oxide around the wire this corresponds to about 60 mV before the density responds to the shift. That response reduces the figure, but at its largest the remaining shift is still comparable with \(k_BT/e\). The 10.7 µA is thus the response to a prescribed potential; a device prediction needs Poisson's equation inside the loop. The single subband is also strained: the next one lies roughly 140 to 150 meV higher, and more than half of the drain current flows above that threshold, where scattering between subbands would be open. Nonparabolicity raises the mass, taken as the ratio of momentum to velocity, by a further 14% at 180 meV; the cosine band of the chain already supplies about 5% through \(ka/\sin ka\), so roughly 8% is missing. The 60 meV phonon is of g type, linking opposite valleys; f-type phonons, which link perpendicular valleys, are omitted. One f-type phonon of similar energy, with 2/11 of the g-type deformation field and two final valleys among the four kept, would have about 7% of the g-type strength. The two valleys along the wire axis, which start roughly 180 meV higher and are within reach of the hottest electrons, are also left out. With a rough phonon lifetime of 2 ps and the heat spread over the whole optical branch, \(N\) rises by 0.03 from 0.11 on average over the device, which increases absorption by about a quarter and emission by 2 to 3%; the rise is larger in the channel, where most of this heat is released, and a narrower set of heated modes would rise more. Acoustic scattering is treated as elastic, although backscattering in so narrow a wire involves acoustic phonons of roughly 15 meV; the heat they take up is not counted. The leads contain no phonons, so the current and the heat share depend on how much of the source and drain is included, and a longer source section lowers the current. Impurities, surface roughness and crossed phonon diagrams are left out and have not been sized. Flat current at every plane is compatible with all these omissions. The numerical output follows.

## Values computed for the example and the checks

```
temperature 300 K, kT 25.85 meV, bias 0.18 V
phonon energy 60 meV, occupation 0.1089
transport mass 0.25 m0, spacing 0.5 nm, hopping 0.6096 eV
sites 60, source/channel/drain 5/15/10 nm
source Fermi level above band edge 50 meV
mean channel field 0.120 MV/cm
optical deformation field 1.10e+09 eV/cm, acoustic 9.0 eV
form factor 0.3600 1/nm^2
optical strength 2.1638e-03 eV^2, acoustic 1.2805e-03 eV^2
energy step 3.0 meV, points 240, mixing 0.8
uniform ballistic wire: 16.5252 uA, closed form 16.5257 uA
broadening at 148.5 meV: 15.6053 meV, golden rule 15.6053 meV
leak formula, relative error 9.6e-14
detailed balance, relative error 2.5e-15
iteration | plane spread | residual | density change (relative)
   0 | 4.25e-16 | 1.00e+00 | 1.00e+00
   1 | 3.12e-01 | 3.84e-01 | 2.76e-01
   2 | 1.98e-01 | 7.27e-02 | 1.06e-01
   3 | 1.63e-01 | 2.45e-02 | 2.25e-02
   5 | 9.90e-02 | 8.22e-03 | 1.02e-02
  10 | 2.47e-02 | 1.78e-03 | 2.40e-03
  20 | 1.63e-03 | 1.36e-04 | 1.57e-04
  55 | 3.95e-07 | 8.96e-08 | 3.94e-08
residual ratio of last two iterations 0.819
ballistic current 15.933 uA
current with phonons 10.700 uA, ratio 0.6716
damped step (mixing 0.01): spread 1.28e-04, residual 0.990
no Pauli blocking: spread 1.327, residual 7.7e-07
30 meV grid: spread 1.0e-05 at residual 9.2e-07, 9.1e-09 at 8.9e-10
spread/residual at the end: 3 meV grid 4.41, 30 meV grid 10.26
30 meV grid: current error against 1.5 meV grid 1.89 %
3 meV grid: current change against 1.5 meV grid 0.064 %
heat from energy current 0.61747 uW
heat from phonon count 0.61747 uW
total electrical power 1.92605 uW, device share 0.3206
heat in source/channel/drain 0.0549/0.4257/0.1369 uW
energy per carried electron above local edge, source terminal: 48.0 meV
energy per carried electron above local edge, channel end: 183.1 meV
energy per carried electron above local edge, drain terminal: 170.3 meV
Hilbert transform test, error relative to peak 6.8e-04
60 meV barrier, 12 nm: current 1.0115 uA; with Hermitian part 1.2827 uA
its plane spread with Hermitian part 2.7e-07
Hermitian part at barrier edge -8.18 meV, 100 meV higher -0.79 meV
mass from confinement and nonparabolicity 0.252 m0
further mass rise at 180 meV kinetic energy 13.6 %
next subband 148 meV higher; drain current above it 62.4 %
f-type to g-type strength, rough 6.6 %
hot-phonon occupation rise (2 ps, whole branch) 0.0274
largest channel density change by phonons 0.1375 1/nm
potential response for 1 nm gate oxide 59.7 mV
```
